\section*{Composition-dependent interdiffusion from a positive sum of Gaussian cumulative distributions}

\section{One component and constant diffusivity}

Join two long bars at a plane $X$ and anneal them for a time $t$. Let $c$ be the composition, normalised to 0 far to the left and 1 far to the right. If the interdiffusion coefficient $D$ is constant, try
\begin{equation}
c=\Phi(z),\qquad z=\frac{x-X}{s(t)},\qquad
\Phi(z)=\int_{-\infty}^{z}\varphi(u)\,du,\qquad
\varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}} .
\end{equation}
Since $\partial z/\partial t=-z\dot s/s$ and $\varphi'(z)=-z\varphi(z)$,
\begin{equation}
\frac{\partial c}{\partial t}=-\frac{\dot s}{s}z\varphi(z),\qquad
D\frac{\partial^2c}{\partial x^2}=-\frac{D}{s^2}z\varphi(z).
\end{equation}
The two sides agree if $s\dot s=D$. A sharp initial step means $s(0)=0$, so $s^2=2Dt$ and
\begin{equation}
D=\frac{s^2}{2t}.
\end{equation}
Fitting one width therefore measures $D$, and no derivative of the data is taken. The task is to keep this advantage when $D$ varies with composition.

\section{What direct inversion does to noise}

Assume a single phase, one-dimensional transport, constant temperature and molar volume, bars that are effectively infinite, and $D=D(c)$. Then
\begin{equation}
\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial c}{\partial x}\right).
\end{equation}
The initial step contains no length, so $c$ depends on $\lambda=(x-X)/\sqrt t$ alone. From $\partial\lambda/\partial t=-\lambda/(2t)$ and $\partial\lambda/\partial x=1/\sqrt t$ it follows that $\partial c/\partial t=-(x-X)c'/(2t)$, where a prime denotes $d/dx$ at the time of measurement. Hence
\begin{equation}
-\frac{x-X}{2t}\,c'=(Dc')'.
\end{equation}
Integrate from the left end, where $Dc'=0$:
\begin{equation}
2tDc'=M(x),\qquad M(x)=-\int_{-\infty}^{x}(x'-X)c'(x')\,dx'.
\label{eq:moment}
\end{equation}
The gradient also vanishes at the right end, so $M(\infty)=0$. Because $\int c'\,dx=1$, this fixes the Matano plane:
\begin{equation}
X=\int_{-\infty}^{\infty}x\,c'(x)\,dx .
\label{eq:plane}
\end{equation}

The naive scheme replaces $c'$ by $(y_{i+1}-y_{i-1})/(2h)$, where $y_i$ are measured compositions at spacing $h$. With independent errors of standard deviation $\sigma$, the error of this slope has standard deviation
\begin{equation}
\frac{\sqrt{\sigma^2+\sigma^2}}{2h}=\frac{\sigma}{\sqrt2\,h}.
\end{equation}
For $\sigma=0.005$ and $h=5\,\mu$m this is $7.1\times10^{-4}\,\mu\mathrm{m}^{-1}$. At $x=550\,\mu$m in the example below the slope is $2.2\times10^{-3}\,\mu\mathrm{m}^{-1}$, so the error there is 32\% of the slope. Closer sampling makes each difference worse. A small or negative measured slope in the denominator gives a huge or negative $D$.

The essential remedy is to use many points to determine each slope. It is also convenient to keep the slope positive and to have $M$ in closed form. Adding components of the kind that solved the constant case does all three.

\section{The inversion in closed form}

Take
\begin{equation}
c(x)=\sum_{k=1}^{K}w_k\Phi(z_k),\quad z_k=\frac{x-m_k}{s_k},\quad
w_k>0,\quad \sum_kw_k=1 .
\label{eq:mixture}
\end{equation}
The slope is $c'=\sum_kw_k\varphi(z_k)/s_k$. Each normal density has mean $m_k$, so equation~\eqref{eq:plane} gives
\begin{equation}
X=\sum_kw_km_k .
\end{equation}
For the moment, substitute $x'=m_k+s_ku$ in each component and use $u\varphi(u)=-\varphi'(u)$:
\begin{align}
\int_{-\infty}^{x}(x'-X)\frac{\varphi(z_k')}{s_k}\,dx'
&=\int_{-\infty}^{z_k}(m_k-X+s_ku)\varphi(u)\,du\nonumber\\
&=(m_k-X)\Phi(z_k)-s_k\varphi(z_k).
\end{align}
Changing the sign and summing gives
\begin{equation}
D(c(x))=\frac{\sum_kw_k\left[s_k\varphi(z_k)+(X-m_k)\Phi(z_k)\right]}
{2t\sum_kw_k\varphi(z_k)/s_k}.
\label{eq:result}
\end{equation}
Each position $x$ supplies one pair $(c,D)$, so the curve $D(c)$ needs no root search. To list $D$ at prescribed compositions, one interpolates between these pairs.

Far to the right of $X$ the numerator is a small difference of larger terms. Insert $\Phi(z_k)=1-\Phi(-z_k)$ and use $\sum_kw_k(X-m_k)=0$:
\begin{equation}
M=\sum_kw_k\left[s_k\varphi(z_k)-(X-m_k)\Phi(-z_k)\right],
\end{equation}
which is the form to evaluate there.

With one component, equation~\eqref{eq:result} returns $s^2/(2t)$. A second case shows how a variable $D$ arises. Two components with a common centre and weights $1/2$ give, at that centre,
\begin{equation}
2tD=\frac{(s_1+s_2)/2}{(1/s_1+1/s_2)/2}=s_1s_2 .
\end{equation}
The diffusivity at $c=1/2$ is the geometric mean of the two single-component values.

\section{What positive weights guarantee}

Positive weights make $c'>0$. To the left of $X$ the integrand $-(x'-X)c'$ is positive, so $M>0$. To the right, $M(\infty)=0$ allows us to write
\begin{equation}
M(x)=\int_x^\infty(x'-X)c'(x')\,dx'>0 .
\end{equation}
At $X$ either form gives $M>0$. Thus $D>0$ at every finite position.

A positive slope at the point of interest is not enough. Take weights $1.5$ and $-0.5$, both centres at zero, and widths 1 and 2. At $x=1.6$ the slope is
\begin{equation}
1.5\,\varphi(1.6)-0.25\,\varphi(0.8)=0.094,
\end{equation}
but $M=1.5\,\varphi(1.6)-\varphi(0.8)=-0.123$, so $2tD=-1.31$. The profile turns downwards farther out, and the integral feels that remote error. With the two widths exchanged, the slope is positive everywhere and so is $D$. Positive weights are therefore sufficient, not necessary; their merit is that no further check is needed.

\section{The price: false terminal values}

Positivity does not make the ends of $D(c)$ correct. Let component $m$, with width $s$, be strictly the widest. Far to the left its density exceeds the others by a growing exponential factor, and $\Phi(z)\simeq\varphi(z)/|z|$ with $|z|=(m-x)/s$. Therefore
\begin{equation}
2tD\simeq s^2\left[1+\frac{X-m}{s|z|}\right]
=s^2\left[1+\frac{X-m}{m-x}\right]
=s^2\,\frac{x-X}{x-m}.
\label{eq:tail}
\end{equation}
On the right, the complementary form has $|z|=(x-m)/s$, and the bracket becomes $1-(X-m)/(x-m)$, which is the same final ratio. Both ends tend to
\begin{equation}
D\to\frac{s_{\max}^2}{2t}.
\end{equation}
A real couple can have very different diffusivities at its two ends. A finite sum of this type cannot reproduce both limits, however small its misfit to the measured compositions. The extreme compositions must be discarded.

\section{Fitting without losing the constraints}

With known end compositions, minimise
\begin{equation}
\chi^2=\sum_i\frac{[c(x_i)-y_i]^2}{\sigma^2}.
\end{equation}
Writing $w_k=e^{a_k}/\sum_je^{a_j}$ with $a_1=0$ keeps the weights positive and normalised, and fitting $\ln s_k$ keeps the widths positive. There are $3K-1$ free parameters. From $\partial w_j/\partial a_k=w_j(\delta_{jk}-w_k)$ and $\partial z_k/\partial\ln s_k=-z_k$,
\begin{align}
\frac{\partial c}{\partial a_k}&=w_k[\Phi(z_k)-c],\\
\frac{\partial c}{\partial m_k}&=-\frac{w_k\varphi(z_k)}{s_k},\qquad
\frac{\partial c}{\partial\ln s_k}=-w_kz_k\varphi(z_k).
\end{align}
These derivatives serve a bounded least-squares search. The search is not convex, so it is started from three sets of widths and the lowest $\chi^2$ is kept; this reduces the risk of a poor local minimum without excluding it. As a precaution, widths below three sampling steps are forbidden, since so narrow a component would rest on only a few points.

The number of components balances two errors: too few distort the profile, and too many follow noise. The score used here is $\chi^2+2(3K-1)$, with the smallest value preferred.

\section{A copper--nickel example}

The example is a synthetic couple annealed for 100 h at 1273 K, with $c$ the nickel fraction. Its input diffusivity is $D=D_{\rm Cu}^{1-c}D_{\rm Ni}^{c}$, with $D_{\rm Cu}=4\times10^{-10}$ and $D_{\rm Ni}=2\times10^{-11}\,\mathrm{cm^2/s}$. The diffusion equation was solved by finite volumes. Refining the cells from 2 to 1 $\mu$m moved the profile by at most $6.5\times10^{-5}$, far below the added noise of 0.005. The scan has 161 points at 5 $\mu$m spacing, and the true Matano plane lies at 600 $\mu$m.

\begin{center}
\begin{tabular}{ccccc}
$K$ & $\chi^2$ & score & error, noisy & error, noise-free\\
1 & 10225 & 10229 & 0.734 & 0.734\\
2 & 735 & 745 & 0.203 & 0.203\\
3 & 210 & 226 & 0.079 & 0.072\\
4 & 151 & 173 & 0.038 & 0.024
\end{tabular}
\end{center}
The errors are root-mean-square errors of $\ln D$ relative to the input for $0.1\le c\le0.9$. Up to $K=3$ the noisy and noise-free errors nearly coincide, so the shape of the model dominates. The preference for $K=4$ over a larger $K$ is marginal: a fifth component, started by splitting one of the four, gives a score of 173.3 against 172.6 and an error of 0.039, so $D$ becomes no more accurate. The score judges the fit to the profile, not the error of $D$. The value $\chi^2=151$ for $161-11=150$ degrees of freedom reveals no misfit above the noise, but a small one remains hidden beneath it, as the noise-free error of 0.024 shows.

The fitted components, with lengths in $\mu$m, are
\begin{center}
\begin{tabular}{ccc}
weight & centre & width\\
0.1484 & 448.82 & 114.05\\
0.2889 & 570.36 & 62.49\\
0.4059 & 645.55 & 34.41\\
0.1568 & 679.95 & 17.76
\end{tabular}
\end{center}
Their weighted mean is $X=600.03\,\mu$m. At $x=550\,\mu$m the first component has $z=-(448.82-550)/114.05=0.887$ and contributes
\begin{equation}
0.1484\,[114.05(0.2692)+151.21(0.8125)]=22.8\,\mu\mathrm{m}
\end{equation}
to $M$. The others contribute 10.0, 0.07 and 0.00 $\mu$m, so $M=32.87\,\mu$m. The slope is $0.002199\,\mu\mathrm{m}^{-1}$, and
\begin{equation}
D=\frac{32.87}{2(3.6\times10^5)(0.002199)}
=0.0208\,\mu\mathrm{m^2/s}=2.08\times10^{-10}\,\mathrm{cm^2/s}.
\end{equation}
The composition there is 0.229, where the input is $2.01\times10^{-10}\,\mathrm{cm^2/s}$; the fit is 3\% high.

Direct differencing of the same data was given the true Matano plane. Over the 44 scan points with true $c$ between 0.1 and 0.9, one $D$ was not positive, and the others had a root-mean-square error of 0.364 in $\ln D$. The fit, which had to find the plane itself, gave 0.038 on a uniform set of compositions over the same range, and 0.042 at the same 44 points. Much of this gain comes from using more points for each slope: taking the slope from a quadratic fitted locally to nine points, with the same summed $M$, already lowers the error from 0.364 to 0.056 on these data. This draw of noise happens to favour the local fit. Over fresh noise on the true profile the median errors are about 0.38 for differencing, 0.10 for the nine-point slope and 0.036 for the mixture. The mixture thus typically gains a further factor of about three, and it adds guaranteed positivity and a closed form.

As a test of the inversion, the fitted $D(c)$ was returned to the finite-volume equation with 1 $\mu$m cells and a step at the fitted $X$. After 100 h the solution differed from the fitted profile by at most $3.2\times10^{-5}$. This confirms equation~\eqref{eq:result} for the fitted curve. It does not show that the fitted curve is the true one.

\section{Scatter, bias and the usable range}

An experimenter can add fresh noise to the fitted curve, refit, and measure the spread of $\ln D$. This was done 40 times with $K=4$ held fixed. Another 40 fits used fresh noise on the true profile, which is possible here because the input is known. To save time, each of these searches was started only from the original fitted parameters, so the scatter does not include jumps to distant minima that other starts might find.

\begin{center}
\begin{tabular}{cccccc}
 & \multicolumn{2}{c}{$D$ ($10^{-10}\,\mathrm{cm^2/s}$)} & \multicolumn{2}{c}{scatter (\%)} & bias\\
$c$ & input & fit & resampled & true & (\%)\\
0.05 & 3.44 & 3.71 & 4.2 & 5.2 & $+3.8$\\
0.30 & 1.63 & 1.75 & 3.0 & 4.5 & $-1.2$\\
0.50 & 0.894 & 0.858 & 2.6 & 3.5 & $+2.2$\\
0.90 & 0.270 & 0.261 & 2.9 & 3.6 & $+2.6$\\
0.95 & 0.232 & 0.233 & 5.5 & 4.9 & $+4.9$
\end{tabular}
\end{center}
Scatter is half the distance between the 16th and 84th percentiles; bias is the median error over the repeated true-profile fits. Both are in $\ln D$, multiplied by 100. With 40 copies each bias entry is uncertain by about one unit, so the entries near 1 are barely resolved. Over nine compositions the median ratio of resampled to true scatter was 0.84. With only 40 copies in each set this ratio is itself uncertain by about 0.1, so resampling gives the right size of the scatter, and no finer conclusion can be drawn. It cannot reveal the bias, because it treats the fitted curve as the truth. At $c=0.95$ the bias is as large as the scatter, even though this particular fit happens to agree closely with the input.

Outside this range both the terminal error and the scatter grow. At $c=0.01$ the fit gives $3.04\times10^{-10}$ instead of $3.88\times10^{-10}\,\mathrm{cm^2/s}$. At $c=0.999$ it gives $5.1\times10^{-11}$ instead of $2.0\times10^{-11}\,\mathrm{cm^2/s}$, and at $c=0.9999$ it is nearly five times too high. The common limit is $114.05^2/(7.2\times10^5)\,\mu\mathrm{m^2/s}=1.81\times10^{-10}\,\mathrm{cm^2/s}$. For this couple and noise level, $0.05\le c\le0.95$ is a reasonable reporting range; another $D(c)$ or scan needs its own assessment.

\section{Molar volume and the real couple}

The assumption of constant molar volume can be relaxed for pure end members. Let $V(c)$ be the molar volume, and let $J_1$ and $J_2$ be the molar fluxes of nickel and copper. Measure $x$ from the similarity origin. Conservation gives $J_1'=(x/2t)(c/V)'$, and likewise for copper with $1-c$. Nickel is absent at the left end and copper at the right, so their fluxes vanish there. Integration by parts gives
\begin{align}
2tJ_1&=\frac{xc}{V}-A,& A&=\int_{-\infty}^{x}\frac{c}{V}\,dx',\\
2tJ_2&=\frac{x(1-c)}{V}+B,& B&=\int_x^\infty\frac{1-c}{V}\,dx'.
\end{align}
The interdiffusion flux relative to the mean molar motion is $(1-c)J_1-cJ_2=-Dc'/V$. The terms in $x$ cancel, leaving
\begin{equation}
D=\frac{V}{2tc'}\left[(1-c)A+cB\right].
\end{equation}
The origin has dropped out. For constant $V$, quadrature of this form on the fitted profile agreed with equation~\eqref{eq:result} to a relative $3.1\times10^{-6}$ for $0.05<c<0.95$. With rough molar volumes of 7.1 for copper and 6.6 $\mathrm{cm^3/mol}$ for nickel, interpolated linearly, $D$ changes by up to 2.7\%.

Probe blur needs no quadrature. A Gaussian probe of standard deviation $b$ adds an independent normal displacement, so variances add and each fitted $s_k^2$ is replaced by $s_k^2-b^2$, provided $s_k>b$. For $b=1\,\mu$m the largest change at the nine compositions is 0.13\%.

Copper and nickel form a continuous solid solution at 1273 K, so the single-phase assumption suits them. The input diffusivities are rough values for that regime, not measurements. With a rough activation energy of 2.5 eV, a 2 K temperature error changes $D$ by 3.6\%, while heating at 10 K/min adds the equivalent of about 300 s, or roughly 0.1\% of the anneal. Grain boundaries also carry material. For width $\delta$ and grain size $d$ they fill a fraction of about $3\delta/d$; with 0.5 nm, 500 $\mu$m and an assumed boundary-to-lattice diffusivity ratio of $10^4$, their added share is about 3\%. This is an order of magnitude, because such coarse grains do not ensure the lateral mixing that simple averaging requires. Finer grains would raise it. The share also varies along the couple: the lattice diffusivity falls twentyfold towards nickel, and if the boundary diffusivity did not fall with it, 3\% at the copper end would become 60\% at the nickel end. Pores caused by unequal atomic fluxes are not included. In a couple with several phases, composition jumps break the smooth single-profile model, so the slope must be fitted within each phase separately. The integral $M$ can still be taken across the whole couple: at constant molar volume, a jump $\Delta c$ at position $\xi$ adds $-(\xi-X)\Delta c$ to it, which is the flux balance at an interface whose distance from $X$ grows as $\sqrt t$.

The numerical output below gives the remaining compositions and checks.

\section*{Table of computed values}
\begin{verbatim}
anneal 100 h at 1273 K; 161 points, step 5 um, noise 0.005 mole fraction
input D: Cu end 4.0e-10, Ni end 2.0e-11 cm2/s
mesh 2 to 1 um: largest profile shift 6.5e-05
flux integral minus quadrature: 2.2e-16 (unit mixture)
relative error of tail law at 25 widths: 1.5e-05
weights 1.5,-0.5, widths 1,2, x=1.6: slope 0.0940, 2tD -1.312 (dimensionless)
K, chi2, chi2+2p, rms ln D error | noise-free: misfit, rms ln D
1  10225.1  10229.1  0.734 | 8.7e-02  0.734
2  734.7  744.7  0.203 | 2.3e-02  0.203
3  210.3  226.3  0.079 | 6.5e-03  0.072
4  150.6  172.6  0.038 | 1.6e-03  0.024
chosen K = 4; components: weight, centre um, width um
  0.1484  448.82  114.05
  0.2889  570.36  62.49
  0.4059  645.55  34.41
  0.1568  679.95  17.76
Matano plane: fit 600.03 um, true 600.00 um
evaluation at x = 550 um: z, Phi, phi, moment term um
  0.8871  0.8125  0.2692  22.784
  -0.3258  0.3723  0.3783  10.023
  -2.7772  0.0027  0.0084  0.067
  -7.3154  0.0000  0.0000  0.000
  c 0.2292, slope 0.002199 /um, moment 32.874 um, D 2.077e-10 cm2/s
  input D at that c: 2.013e-10 cm2/s
c, input D, fitted D (cm2/s), resampled scatter %, true scatter %, bias % (in ln D)
0.05  3.44e-10  3.71e-10  4.2  5.2  +3.8
0.10  2.96e-10  3.01e-10  5.4  4.7  -2.6
0.20  2.20e-10  2.16e-10  3.7  3.4  +1.4
0.30  1.63e-10  1.75e-10  3.0  4.5  -1.2
0.50  8.94e-11  8.58e-11  2.6  3.5  +2.2
0.70  4.91e-11  5.06e-11  2.3  2.8  -1.2
0.80  3.64e-11  3.57e-11  2.1  1.9  -1.2
0.90  2.70e-11  2.61e-11  2.9  3.6  +2.6
0.95  2.32e-11  2.33e-11  5.5  4.9  +4.9
copies per scatter 40; median scatter ratio 0.84
outside the trusted range: c, input D, fitted D (cm2/s)
0.0010  3.99e-10  2.66e-10
0.0100  3.88e-10  3.04e-10
0.9900  2.06e-11  2.65e-11
0.9990  2.01e-11  5.13e-11
0.9999  2.00e-11  9.87e-11
common end limit of fitted D: 1.81e-10 cm2/s
rms ln D error, c 0.1-0.9: fit 0.038, differencing 0.364; non-positive D 1 of 44
profile regenerated from fitted D: largest gap 3.2e-05
plane-free quadrature minus closed D: 3.1e-06 relative
molar volumes 7.1, 6.6 cm3/mol (rough): D changes up to 2.7 %
probe sd 1 um: D changes up to 0.13 %
ramp 10 K/min, Q 2.5 eV (rough): extra time 309 s = 0.09 %
temperature error 2 K: D changes 3.6 %
grain boundaries 0.5 nm, grains 500 um, D ratio 1e+04 (rough): 3 %
\end{verbatim}
